# Hydrogen's static polarizability by the Dalgarno–Lewis method: test program

```python
# Result under test: for H = -(1/2) Laplacian - 1/r + F z (Hartree atomic units)
# the hydrogen ground state psi0 = exp(-r)/sqrt(pi) has the first-order function
#   psi1 = -(r + r^2/2) cos(theta) psi0   (coefficient of F)
# and the static polarizability alpha = 9/2, where E(F) = -1/2 - alpha F^2/2 + ...
# F: field along +z; mu: reduced mass in electron masses; l: angular momentum.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre

# --- Symbolic check of the first-order equation and the integrals ---
r, th = sp.symbols("r theta", positive=True)
psi0 = sp.exp(-r) / sp.sqrt(sp.pi)
psi1 = -(r + r**2 / 2) * sp.cos(th) * psi0


def h0(f):
    radial = sp.diff(r**2 * sp.diff(f, r), r) / r**2
    angular = sp.diff(sp.sin(th) * sp.diff(f, th), th) / (r**2 * sp.sin(th))
    return -(radial + angular) / 2 - f / r


def integrate_space(f):
    over_angle = sp.integrate(sp.expand(f * sp.sin(th)), (th, 0, sp.pi))
    return sp.simplify(2 * sp.pi * sp.integrate(
        sp.expand(over_angle * r**2), (r, 0, sp.oo)))


residual = h0(psi1) + psi1 / 2 + r * sp.cos(th) * psi0
assert sp.simplify(residual) == 0
e2 = float(integrate_space(psi0 * r * sp.cos(th) * psi1))
norm1 = float(integrate_space(psi1**2))
r2_mean = float(integrate_space(psi0**2 * r**2))
r3_mean = float(integrate_space(psi0**2 * r**3))
alpha = -2 * e2
assert abs(alpha - 9 / 2) < 1e-12
assert abs(norm1 - 43 / 8) < 1e-12
assert abs(r2_mean - 3) < 1e-12 and abs(r3_mean - 7.5) < 1e-12

# --- Full Hamiltonian in a Laguerre basis, no perturbation theory ---
L_MAX, N_RAD = 5, 10
x, wx = np.polynomial.laguerre.laggauss(40)
rq, wq = x / 2, wx / 2          # the factor exp(-2r) sits in the weights


def radial_poly(l, k, rr):
    return rr**(l + 1) * eval_genlaguerre(k, 2 * l + 2, 2 * rr)


def radial_poly_slope(l, k, rr):
    slope = (l + 1) * rr**l * eval_genlaguerre(k, 2 * l + 2, 2 * rr)
    if k > 0:
        slope = slope - 2 * rr**(l + 1) * eval_genlaguerre(
            k - 1, 2 * l + 3, 2 * rr)
    return slope


size = (L_MAX + 1) * N_RAD
kinetic, coulomb, zmat = (np.zeros((size, size)) for _ in range(3))
values, norms = [], []
for l in range(L_MAX + 1):
    p = np.array([radial_poly(l, k, rq) for k in range(N_RAD)])
    dp = np.array([radial_poly_slope(l, k, rq) for k in range(N_RAD)]) - p
    nrm = 1 / np.sqrt((p**2) @ wq)
    p, dp = p * nrm[:, None], dp * nrm[:, None]
    assert np.allclose((p * wq) @ p.T, np.eye(N_RAD), atol=1e-9)
    s = slice(l * N_RAD, (l + 1) * N_RAD)
    kinetic[s, s] = 0.5 * ((dp * wq) @ dp.T
                           + l * (l + 1) * (p * wq / rq**2) @ p.T)
    coulomb[s, s] = -(p * wq / rq) @ p.T
    values.append(p)
    norms.append(nrm)
for l in range(L_MAX):
    a = slice(l * N_RAD, (l + 1) * N_RAD)
    b = slice((l + 1) * N_RAD, (l + 2) * N_RAD)
    cos_element = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
    zmat[a, b] = cos_element * (values[l] * wq * rq) @ values[l + 1].T
    zmat[b, a] = zmat[a, b].T


def solve_atom(field, mu=1.0):
    energies, vectors = eigh(kinetic / mu + coulomb + field * zmat)
    i = np.argmin(abs(energies + mu / 2))
    vec = vectors[:, i]
    return energies[i], vec * np.sign(vec[0])


def curvature_alpha(mu=1.0, f=0.001):
    e_zero = solve_atom(0.0, mu)[0]
    a1 = -2 * (solve_atom(f, mu)[0] - e_zero) / f**2
    a2 = -2 * (solve_atom(2 * f, mu)[0] - e_zero) / (2 * f)**2
    return (4 * a1 - a2) / 3     # removes the error proportional to f^2


e_free = solve_atom(0.0)[0]
assert abs(e_free + 0.5) < 1e-10
alpha_numeric = curvature_alpha()
assert abs(alpha_numeric - alpha) < 1e-5

f_small = 0.001
vec = solve_atom(f_small)[1]
assert abs(-(vec @ zmat @ vec) / f_small - alpha) < 1e-3
p_part = vec[N_RAD:2 * N_RAD]
assert abs(p_part @ p_part / f_small**2 - norm1) < 5e-3
r_test = np.linspace(0.3, 8, 12)
u_numeric = sum(p_part[k] * norms[1][k] * radial_poly(1, k, r_test)
                for k in range(N_RAD)) * np.exp(-r_test) / f_small
u_formula = -2 / np.sqrt(3) * (r_test**2 + r_test**3 / 2) * np.exp(-r_test)
u_error = np.max(abs(u_numeric - u_formula))
assert u_error < 2e-3            # leftover is of relative order F^2

mu_test = 0.9
alpha_mu = curvature_alpha(mu_test)
assert abs(alpha_mu - alpha / mu_test**3) < 1e-4

# --- Sum over states: bound part ---


def bound_r_squared(n):
    n = np.asarray(n, dtype=float)
    return np.exp(8 * np.log(2) + 7 * np.log(n) + (2 * n - 5) * np.log(n - 1)
                  - (2 * n + 5) * np.log(n + 1))


for n in range(2, 6):
    def u_n(s, n=n):
        return s**2 * np.exp(-s / n) * eval_genlaguerre(n - 2, 3, 2 * s / n)
    norm_n = quad(lambda s: u_n(s)**2, 0, 300, limit=300)[0]
    dip_n = quad(lambda s: u_n(s) * 2 * s**2 * np.exp(-s), 0, 60, limit=300)[0]
    assert abs(dip_n**2 / norm_n - bound_r_squared(n)) < 1e-7
n_all = np.arange(2, 20001)
terms = 2 * bound_r_squared(n_all) / 3 / (0.5 - 0.5 / n_all**2)
alpha_n2, alpha_bound = terms[0], terms.sum()

# --- Sum over states: continuum part, p waves u = r^2 w(r) ---
node, weight = np.polynomial.legendre.leggauss(48)
k_max = 10.0
kk, wk = k_max * (node + 1) / 2, k_max * weight / 2
nk = len(kk)


def wave_equation(s, y):
    w, dw = y[:nk], y[nk:2 * nk]
    return np.concatenate([dw, -4 * dw / s - (2 / s + kk**2) * w,
                           2 * s**4 * np.exp(-s) * w])


s0 = 1e-3
start = np.concatenate([1 - s0 / 2 + (1 - kk**2) * s0**2 / 10,
                        -0.5 + (1 - kk**2) * s0 / 5, np.zeros(nk)])
sol = solve_ivp(wave_equation, (s0, 45), start, method="DOP853",
                rtol=1e-9, atol=1e-11)
assert sol.success
dipole_k = sol.y[2 * nk:, -1]
# Regular Coulomb wave near the origin: F_1 = C_1 (k r)^2
c1_squared = (2 * np.pi / kk) / (-np.expm1(-2 * np.pi / kk)) \
    * (1 + 1 / kk**2) / 9
r_squared_energy = 2 / (np.pi * kk) * c1_squared * kk**4 * dipole_k**2
alpha_cont = np.sum(wk * kk * 2 * r_squared_energy / 3 / (kk**2 / 2 + 0.5))
assert abs(alpha_bound + alpha_cont - alpha) < 1e-4
upper = 2 * (r2_mean / 3) / (0.5 - 0.125)
assert alpha_n2 < alpha < upper

# --- Worked example ---
field = 0.005
e_f, v_f = solve_atom(field)
e_2f = solve_atom(2 * field)[0]
shift, shift2 = e_f - e_free, e_2f - e_free
rem, rem2 = shift - e2 * field**2, shift2 - e2 * (2 * field)**2
assert 15.5 < rem2 / rem < 16.7
dipole = -(v_f @ zmat @ v_f)
p_weight = v_f[N_RAD:2 * N_RAD] @ v_f[N_RAD:2 * N_RAD]
field_si = const.physical_constants["atomic unit of electric field"][0]
alpha_si = const.physical_constants[
    "atomic unit of electric polarizability"][0]
bohr = const.physical_constants["Bohr radius"][0]
mass_ratio = const.physical_constants["proton-electron mass ratio"][0]
mu_h = mass_ratio / (1 + mass_ratio)

print(f"<r^2> in ground state: {r2_mean:.4f} a.u.")
print(f"<r^3> in ground state: {r3_mean:.4f} a.u.")
print(f"Second-order coefficient E2: {e2:.4f} a.u.")
print(f"Polarizability from psi1: {alpha:.4f} a.u.")
print(f"Norm <psi1|psi1>: {norm1:.4f} a.u.")
print(f"Polarizability from diagonalization: {alpha_numeric:.6f} a.u.")
print(f"Largest error of radial psi1, F={f_small}: {u_error:.1e} a.u.")
print(f"Basis: l up to {L_MAX}, {N_RAD} radial functions per l")
print(f"Sum over states, n=2 term (lower bound): {alpha_n2:.4f} a.u.")
print(f"Sum over states, bound n>2: {alpha_bound - alpha_n2:.4f} a.u.")
print(f"Sum over states, all bound: {alpha_bound:.4f} a.u.")
print(f"Sum over states, continuum: {alpha_cont:.4f} a.u.")
print(f"Bound plus continuum: {alpha_bound + alpha_cont:.5f} a.u.")
print(f"Continuum share: {100 * alpha_cont / alpha:.1f} percent")
print(f"Upper bound, smallest denominator: {upper:.4f} a.u.")
print(f"Example field F: {field} a.u.")
print(f"Example field F in SI: {field * field_si:.4e} V/m")
print(f"Second-order energy shift at F: {e2 * field**2:.6e} hartree")
print(f"Diagonalized energy shift at F: {shift:.6e} hartree")
print(f"Energy remainder at F: {rem:.3e} hartree")
print(f"Energy remainder at 2F: {rem2:.3e} hartree")
print(f"Ratio of remainders 2F to F: {rem2 / rem:.2f}")
print(f"Linear dipole alpha*F: {alpha * field:.6f} a.u.")
print(f"Diagonalized dipole at F: {dipole:.6f} a.u.")
print(f"First-order p-wave weight at F: {norm1 * field**2:.4e}")
print(f"Diagonalized p-wave weight at F: {p_weight:.4e}")
print(f"Polarizability in SI: {alpha * alpha_si:.4e} C^2 m^2/J")
print(f"Polarizability volume: {alpha * (bohr * 1e10)**3:.4f} angstrom^3")
print(f"Mass test, mu={mu_test}, diagonalized: {alpha_mu:.5f} a.u.")
print(f"Mass test, mu={mu_test}, scaling: {alpha / mu_test**3:.5f} a.u.")
print(f"Reduced mass with proton: {mu_h:.7f} electron masses")
print(f"Polarizability with proton mass: {alpha / mu_h**3:.5f} a.u.")
print("success")
```

It prints:

```
<r^2> in ground state: 3.0000 a.u.
<r^3> in ground state: 7.5000 a.u.
Second-order coefficient E2: -2.2500 a.u.
Polarizability from psi1: 4.5000 a.u.
Norm <psi1|psi1>: 5.3750 a.u.
Polarizability from diagonalization: 4.500000 a.u.
Largest error of radial psi1, F=0.001: 5.0e-05 a.u.
Basis: l up to 5, 10 radial functions per l
Sum over states, n=2 term (lower bound): 2.9596 a.u.
Sum over states, bound n>2: 0.7036 a.u.
Sum over states, all bound: 3.6633 a.u.
Sum over states, continuum: 0.8367 a.u.
Bound plus continuum: 4.50000 a.u.
Continuum share: 18.6 percent
Upper bound, smallest denominator: 5.3333 a.u.
Example field F: 0.005 a.u.
Example field F in SI: 2.5711e+09 V/m
Second-order energy shift at F: -5.625000e-05 hartree
Diagonalized energy shift at F: -5.628479e-05 hartree
Energy remainder at F: -3.479e-08 hartree
Energy remainder at 2F: -5.605e-07 hartree
Ratio of remainders 2F to F: 16.11
Linear dipole alpha*F: 0.022500 a.u.
Diagonalized dipole at F: 0.022528 a.u.
First-order p-wave weight at F: 1.3438e-04
Diagonalized p-wave weight at F: 1.3457e-04
Polarizability in SI: 7.4195e-41 C^2 m^2/J
Polarizability volume: 0.6668 angstrom^3
Mass test, mu=0.9, diagonalized: 6.17284 a.u.
Mass test, mu=0.9, scaling: 6.17284 a.u.
Reduced mass with proton: 0.9994557 electron masses
Polarizability with proton mass: 4.50736 a.u.
success
```
